# Finding a copper line's cross-section from its resistance slope

## Problem

A straight copper line on a chip is $L=1$ micrometre long. Its width and height are unknown. A four-terminal measurement near room temperature, which excludes the resistance of leads and contacts, shows that its resistance rises by $0.068\ \Omega$ for each kelvin. The resistivity of bulk copper rises by $0.0068\ \mu\Omega\,\mathrm{cm}$ per kelvin.

Assume Matthiessen's rule: the line's resistivity is a temperature-independent part, due to surfaces, grain boundaries and impurities, plus the phonon part of bulk copper.

(a) What is the cross-sectional area of the copper?

(b) The resistance at 300 K is $60\ \Omega$, and bulk copper has a resistivity of roughly $1.7\ \mu\Omega\,\mathrm{cm}$ there. Find the line's resistivity and its temperature-independent part. What area would follow if the line were given the bulk resistivity?

(c) How far could the neglected effects move the answer to (a)?

## Hints

1. Write $R$ in terms of resistivity, length and area. Which parts change with temperature?
2. A constant added to the resistivity changes $R$. Does it change $dR/dT$?
3. Lengths in nanometres suggest resistivities in $\Omega\,\mathrm{nm}$. Since $1\ \mu\Omega\,\mathrm{cm}=10^{-8}\ \Omega\,\mathrm{m}$ and $1\ \mathrm{m}=10^9\ \mathrm{nm}$, one $\mu\Omega\,\mathrm{cm}$ is $10\ \Omega\,\mathrm{nm}$.
4. For (c), ask of each effect by what factor it multiplies the measured slope.

## Solution

### (a) The area

For a uniform line carrying a uniform current density,

$$R(T)=\frac{\rho(T)L}{A},\qquad \rho(T)=\rho_{\rm res}+\rho_{\rm ph}(T).$$

Hold $L$ and $A$ fixed and differentiate. Because $\rho_{\rm res}$ is constant, its derivative vanishes:

$$\frac{dR}{dT}=\frac{L}{A}\left(\frac{d\rho_{\rm res}}{dT}+\frac{d\rho_{\rm ph}}{dT}\right)=\frac{L}{A}\frac{d\rho_{\rm ph}}{dT}.$$

By assumption the phonon part has the bulk slope, which we call $\rho'_{\rm b}$. Multiplying by $A$ and dividing by $dR/dT$ gives

$$A=\frac{L\,\rho'_{\rm b}}{dR/dT}.$$

The bulk slope is $0.0068\times10=0.068\ \Omega\,\mathrm{nm/K}$, and the length is $1000\ \mathrm{nm}$. Therefore

$$A=\frac{1000\ \mathrm{nm}\times0.068\ \Omega\,\mathrm{nm/K}}{0.068\ \Omega/\mathrm{K}}=1000\ \mathrm{nm^2}.$$

This fixes the product of width and height, not either one separately. A section of 25 nm by 40 nm would fit, and so would 20 nm by 50 nm.

### (b) What the resistance adds

With the area known, the resistance gives the resistivity:

$$\rho_{\rm line}=\frac{RA}{L}=\frac{60\times1000}{1000}\ \Omega\,\mathrm{nm}=60\ \Omega\,\mathrm{nm}=6.0\ \mu\Omega\,\mathrm{cm}.$$

The temperature-independent part is $6.0-1.7=4.3\ \mu\Omega\,\mathrm{cm}$, taking the bulk value as the phonon part. It is larger than the phonon part, yet it had no influence on the slope.

Giving the line the bulk resistivity, $17\ \Omega\,\mathrm{nm}$, would instead yield

$$A_{\rm false}=\frac{17\times1000}{60}\ \mathrm{nm^2}=283\ \mathrm{nm^2}.$$

This is too small by the factor $\rho_{\rm bulk}/\rho_{\rm line}$: the extra scattering has been mistaken for missing copper. The relative slopes show the same thing. The line's resistance rises by $0.068/60=0.11\,\%$ per kelvin, against $0.0068/1.7=0.40\,\%$ per kelvin for bulk resistivity. The phonon contribution is the same, but it sits on a larger total.

### (c) Neglected effects

Suppose an effect multiplies the slope by $s$, so that $dR/dT=sL\rho'_{\rm b}/A$. The true area is then $A=sL\rho'_{\rm b}/(dR/dT)$, which is $s$ times the answer to (a). A slope lowered by 1 % means a true area 1 % below $1000\ \mathrm{nm^2}$.

**Walls.** Matthiessen's rule is itself an approximation. Let electrons of bulk mean free path $\lambda$ leave a wall with no memory of their drift. An electron at distance $s_{\rm w}$ from its last wall, measured back along its path, has lost a fraction $e^{-s_{\rm w}/\lambda}$ of its bulk contribution to the current. With $u_z$ the direction cosine along the wire, the conductivity is

$$\frac{\sigma}{\sigma_{\rm bulk}}=1-3\left\langle u_z^2e^{-s_{\rm w}/\lambda}\right\rangle,$$

averaged over positions and directions. The factor 3 normalizes $\langle u_z^2\rangle=1/3$.

Take first a wire much wider than $\lambda$. For the pair of walls a width $w$ apart, an electron at distance $x$ from the wall it left has $s_{\rm w}=x/|u_x|$. Averaging over $x$ gives

$$\frac1w\int_0^\infty e^{-x/(\lambda|u_x|)}dx=\frac{\lambda|u_x|}{w}.$$

At fixed $u_x$, the average of $u_z^2$ is $(1-u_x^2)/2$, so

$$\langle u_z^2|u_x|\rangle=\int_0^1\frac{u(1-u^2)}{2}\,du=\frac12\left(\frac12-\frac14\right)=\frac18.$$

The conductivity loss is thus $3\lambda/(8w)$. The other pair of walls, a height $h$ apart, adds $3\lambda/(8h)$; overlap at the corners is of second order. Inverting to first order,

$$\rho\simeq\rho_{\rm bulk}+\frac38\rho_{\rm bulk}\lambda\left(\frac1w+\frac1h\right).$$

For free electrons $\rho_{\rm bulk}\lambda=\hbar k_F/(ne^2)$, where $n$ is the electron density and $k_F$ the Fermi wavevector. At fixed density this does not depend on temperature. The wall term is then constant, and Matthiessen's rule holds to this order.

Our line is outside that regime: $\lambda=39$ nm exceeds a width of 25 nm. Evaluating the full average for 25 nm by 40 nm gives a resistivity 2.18 times bulk and a slope 0.956 times bulk. One million random electron paths gave 2.18 and 0.956. For this section, walls alone would therefore put the true area about 4 % below the inferred one. The size and even the sign depend on the shape, which the slope does not reveal: at the same area the slope factor is 0.948 for a square section, 0.978 for 20 nm by 50 nm, 1.03 for 15 nm by 67 nm and 1.13 for 10 nm by 100 nm. Grain boundaries act in the opposite direction, as Variation 2 shows.

**Liner.** Copper lines usually have a thin barrier layer that conducts in parallel. If its conductance $G_{\rm l}$ is constant and that of the copper is $G_{\rm c}$, then $R=1/(G_{\rm c}+G_{\rm l})$ and

$$\frac{dR}{dT}=-\frac{G'_{\rm c}}{(G_{\rm c}+G_{\rm l})^2}=\left(1+\frac{G_{\rm l}}{G_{\rm c}}\right)^{-2}\left(-\frac{G'_{\rm c}}{G_{\rm c}^2}\right).$$

The last bracket is the slope of the copper alone. Take a 2 nm liner on the bottom and both sides, with area $218\ \mathrm{nm^2}$ and a rough resistivity of $200\ \mu\Omega\,\mathrm{cm}$. Then

$$\frac{G_{\rm l}}{G_{\rm c}}=\frac{218/200}{1000/6.0}=0.0065,$$

and the slope falls by 1.3 %. This figure belongs to a resistive barrier. The same layer at $50\ \mu\Omega\,\mathrm{cm}$ would lower the slope by about 5 %, and a metallic liner also brings a temperature slope of its own.

**Expansion.** If the length expands at rate $\alpha_L$ and each transverse dimension at rate $\alpha_t$, the product rule gives

$$\frac{dR}{dT}=\frac LA\left[\rho'_{\rm b}+\rho_{\rm line}(\alpha_L-2\alpha_t)\right].$$

The fractional change is $(\alpha_L-2\alpha_t)\rho_{\rm line}/\rho'_{\rm b}$. For free copper both rates are about 17 ppm/K, and the slope falls by 1.5 % if the residual resistivity stays fixed. If that part comes from walls and grain boundaries, the free-electron picture makes it grow slightly as the copper expands, and the fall is then only about 0.4 %.

If silicon holds the length to 2.6 ppm/K while the sides stay free, the copper is compressed lengthwise and bulges sideways. With Poisson ratio 0.34, $\alpha_t=17+0.34(17-2.6)=21.9$ ppm/K, and the slope falls by 3.6 %. This estimate keeps the residual resistivity fixed and leaves out any change of resistivity caused by the strain itself. If the residual part comes from walls and grain boundaries, the free-electron picture again makes the fall smaller.

**Temperature.** The Bloch–Grüneisen phonon model, with a rough Debye temperature of 320 K, lowers the bulk slope by 2.1 % between 300 K and 400 K. This model has a fixed volume and fixed phonon frequencies; in real copper, expansion and softer phonons offset the fall, and the measured slope is nearly constant over this range. It is still safest to use a measured bulk slope from the temperature range of the experiment.

Heating by a measuring current of 10 microamperes is much less important. For a line 200 nm above a cold plane in oxide, with no heat leaving through its ends, the rise is about 2 mK. A constant offset of this kind leaves the slope unchanged.

**A real line.** A section near $1000\ \mathrm{nm^2}$ and a resistivity of several $\mu\Omega\,\mathrm{cm}$ are roughly typical of narrow copper interconnects. Real lines break the assumptions of pure copper conduction, fixed dimensions and strict additivity of scattering. For the 25 nm by 40 nm section with the $200\ \mu\Omega\,\mathrm{cm}$ liner, each effect taken alone moves the area by about 4 % or less. Walls, liner and a held length all lower it, by about 9 % in sum, while grain boundaries act the other way. The inferred value is best read as an electrical copper area of about $1000\ \mathrm{nm^2}$, uncertain by up to roughly a tenth from the effects estimated here if the section is not far from square and the liner is resistive. A much flatter section or a better-conducting liner can move it further, and in a flat section the walls raise the area instead of lowering it. A phonon spectrum that differs from bulk in so narrow a line would change the assumed slope directly and is not included.

## Variation 1: a tapered line

*The area grows linearly from $A_1=800$ to $A_2=1250\ \mathrm{nm^2}$ along the line. What area does the slope give?*

For a gentle taper the current stays nearly parallel to the line, and thin slices add in series:

$$R=\int_0^L\frac{\rho_{\rm res}(x)+\rho_{\rm ph}(T)}{A(x)}\,dx,\qquad
\frac{dR}{dT}=\rho'_{\rm b}\int_0^L\frac{dx}{A(x)}.$$

The residual part drops out even if it varies along the line. Inserting this slope into the formula from (a) gives the harmonic mean,

$$A_{\rm inferred}=\frac{L}{\int_0^Ldx/A(x)}.$$

Here $A=A_1+(A_2-A_1)x/L$, so $dx=L\,dA/(A_2-A_1)$ and

$$\int_0^L\frac{dx}{A}=\frac{L}{A_2-A_1}\int_{A_1}^{A_2}\frac{dA}{A}=\frac{L\ln(A_2/A_1)}{A_2-A_1}.$$

Hence

$$A_{\rm inferred}=\frac{A_2-A_1}{\ln(A_2/A_1)}=\frac{450}{\ln(1250/800)}\ \mathrm{nm^2}=1008\ \mathrm{nm^2}.$$

The arithmetic mean is $1025\ \mathrm{nm^2}$. The inferred area is lower because narrow slices contribute more resistance. A numerical integration of this line, with a residual resistivity that rises towards the narrow end, also gave $1008\ \mathrm{nm^2}$.

## Variation 2: grain boundaries

*In the Mayadas–Shatzkes model, boundaries across the line change the conductivity by the factor*

$$g(\alpha)=3\int_0^1\frac{c^3}{c+\alpha}\,dc,\qquad \alpha=\frac{\lambda}{D}\frac{R_g}{1-R_g},$$

*where $D$ is the grain size and $R_g$ the reflection probability. Does the line keep the bulk slope?*

Let $f=1/g$, so $\rho=\rho_{\rm bulk}f(\alpha)$. With $D$ and $R_g$ fixed, $\alpha\propto\lambda\propto1/\rho_{\rm bulk}$, hence $d\alpha/d\rho_{\rm bulk}=-\alpha/\rho_{\rm bulk}$. The slope relative to bulk is

$$s=\frac{d\rho}{d\rho_{\rm bulk}}=f-\alpha f'(\alpha).$$

For weak reflection, $c^3/(c+\alpha)\simeq c^2-\alpha c$, so $g\simeq1-3\alpha/2$ and $f\simeq1+3\alpha/2$. Then $s\simeq1+3\alpha/2-3\alpha/2=1$: Matthiessen's rule holds to first order.

For strong reflection, $c^3/(c+\alpha)\simeq c^3/\alpha-c^4/\alpha^2$. Integration gives

$$g\simeq\frac{3}{4\alpha}\left(1-\frac{4}{5\alpha}\right),\qquad f\simeq\frac{4\alpha}{3}\left(1+\frac{4}{5\alpha}\right)=\frac{4\alpha}{3}+\frac{16}{15}.$$

The term linear in $\alpha$ cancels in $s$, leaving $s\to16/15=1.067$.

For our line, let walls and grains together account for $60\ \Omega$, and add their extra resistivities as an approximation. The required grain ratio is $f=6.0/1.7-2.18+1=2.35$, which gives $\alpha=0.98$. With $D=25$ nm this means $R_g=0.39$. The grain-only slope is then 1.03 times bulk.

Adding the departures from walls and grains gives $s=0.956+1.030-1=0.986$. The two partly cancel. Simple addition is itself uncertain by a few per cent here, because both kinds of scattering act on the same electron paths. The remaining correction is therefore small, but its sign is not settled by this estimate. The cancellation belongs to these chosen dimensions and scattering parameters; another line need not share it. The numerical output lists the values used here.

## Values computed for the example and the checks

```
Line length: 1 micrometre
Given bulk resistivity slope: 0.0068 microohm cm/K
Given resistance slope: 0.068 ohm/K
Inferred copper area: 1000 nm^2
Chosen resistance at 300 K: 60 ohm
Rough bulk resistivity at 300 K: 1.7 microohm cm
Line resistivity: 6 microohm cm
Residual resistivity: 4.3 microohm cm
False area from bulk resistivity: 283.3 nm^2
Relative resistance slope, line: 0.1133 %/K
Relative resistivity slope, bulk: 0.4 %/K
Area recovered from integrated uniform line: 999.99 nm^2
Taper start area: 800 nm^2
Taper end area: 1250 nm^2
Taper area inferred from heating: 1008.3 nm^2
Taper harmonic-mean area: 1008.3 nm^2
Taper arithmetic-mean area: 1025 nm^2
Assumed width for corrections: 25 nm
Assumed height for corrections: 40 nm
Free-electron bulk mean free path: 38.67 nm
Wall-only resistivity / bulk: 2.182
Wall-only slope / bulk slope: 0.9559
Random-path wall resistivity / bulk: 2.185
Random-path wall slope / bulk slope: 0.9556
Assumed grain size: 25 nm
Fitted grain parameter alpha: 0.9777
Fitted grain reflection probability: 0.3873
Grain-only resistivity / bulk: 2.348
Grain-only slope / bulk slope: 1.03
Upper limit of grain-only slope / bulk slope: 1.067
Combined slope / bulk slope, additive estimate: 0.9858
Area corrected by combined slope, first order: 985.8 nm^2
Rough liner thickness: 2 nm
Rough liner resistivity: 200 microohm cm
Liner area: 218 nm^2
Liner / copper conductance: 0.00654
Slope change from liner: -1.3 %
Rough copper expansion coefficient: 17 ppm/K
Rough silicon expansion coefficient: 2.6 ppm/K
Rough copper Poisson ratio: 0.34
Transverse expansion with length held: 21.9 ppm/K
Slope change from free expansion: -1.5 %
Slope change with length held by silicon: -3.63 %
Rough Debye temperature: 320 K
Bulk slope change from 300 K to 400 K: -2.13 %
Measuring current: 10 microampere
Rough oxide thermal conductivity: 1.4 W/(m K)
Assumed line-centre height above cold plane: 200 nm
Joule temperature rise: 2.12 mK
```
